The diffusion pole from the density ladder, with its two limits

**1. A walker that can be seen through**

Take a particle of speed v in three dimensions. It flies straight, is scattered at the rate 1/τ, and leaves each collision in a random direction. Quantum mechanics is absent, but the structure of the later calculation is already here.

The chance of flying for a time t without a collision is exp(−t/τ). The Fourier transform of that free flight, averaged over directions, is

B(q,ω) = ⟨∫₀^∞ dt exp(iωt − t/τ − iq·vt)⟩ = ⟨τ/(1 − iωτ + iq·vτ)⟩.

The particle may arrive after no collision, one, two, and so on. Each collision contributes a factor 1/τ, so the total density is a geometric series:

P_cl = B + B(1/τ)B + … = B/(1 − B/τ).

For slow, long waves put s = −iωτ + iq·vτ and use 1/(1 + s) = 1 − s + s² − …. The term linear in v averages to zero and ⟨(q·v)²⟩ = q²v²/3. Counting ωτ as the same order as (qvτ)²,

B/τ = 1 + iωτ − q²v²τ²/3,
1 − B/τ = τ(Dq² − iω), D = v²τ/3.

In the numerator B may be replaced by τ, which gives

P_cl = 1/(Dq² − iω).

At q = 0 this is 1/(−iω), the transform of a probability that stays equal to one. No single term of the series has this property; the sum does.

Now fill the system with electrons of density of states ν and apply a weak potential energy φ exp(iqx − iωt). The particle current has a diffusive part and a driven part:

J = −D∇δn − νD∇φ.

The second coefficient is fixed by equilibrium: J must vanish when δn = −νφ. Continuity, ∂δn/∂t = −∇·J, then gives

−iω δn = −Dq²(δn + νφ),
δn = −χφ, χ = νDq²/(Dq² − iω).

This is the target. The quantum calculation has to produce the pole, the value of D and the weight ν without assuming a diffusion law.

**2. The response before averaging**

Set ħ = 1 and count one spin species. Independent electrons live on a cubic lattice of spacing a, with a band e_k that has inversion and cubic symmetry. Each site r has a random energy V_r, Gaussian, of mean zero and variance u, independent from site to site.

For one realization let H have eigenvalues E_a. The one-particle density matrix obeys i∂ρ/∂t = [H + φ, ρ] and starts from f(H), with f the Fermi function. To first order,

(ω + i0 − E_a + E_b) δρ_ab = φ_ab (f_b − f_a).

Write G^R(ε) = 1/(ε − H + i0) and G^A(ε) = 1/(ε − H − i0), so that δ(ε − E) = (i/2π)(G^R − G^A). A subscript + marks the energy ε + ω. The two parts of δρ_ab/φ_ab become

f_b/(ω + i0 − E_a + E_b) = (i/2π)∫dε f G^R_{a+}(G^R_b − G^A_b),
−f_a/(ω + i0 − E_a + E_b) = (i/2π)∫dε f₊(G^R_{a+} − G^A_{a+})G^A_b.

In the second line the delta function sets ε + ω = E_a, and 1/(E_b − ε + i0) = −G^A_b(ε) cancels the minus sign. Adding the lines and using χ = −δn/φ,

χ = (i/2π)∫dε {(f − f₊)P^RA − f P^RR + f₊P^AA}. (1)

Here P^XY is the disorder average of G^X₊(r,r′)G^Y(r′,r), multiplied by exp[−iq(x − x′)] and summed over r′.

A limit: at ω = 0 the mixed term P^RA drops out. Whatever diffusion does, it enters only when the potential moves.

**3. Averaging: one self-energy and one ladder**

Let ⟨…⟩ now mean the average over k in the Brillouin zone. Expand in V and average by pairing the V's. If pairing lines never cross, pairs within one Green function give

G(k,z) = 1/(z − e_k − Σ(z)), Σ(z) = u g(z), g = ⟨G⟩. (2)

This is the self-consistent Born approximation. The averaged density of states is ν(ε) = −Im g^R/π, and the lifetime is defined by

Im Σ^R = −πuν = −1/(2τ), so u = 1/(2πντ).

Pairs that join the two Green functions are the rungs. Both ends of a rung lie on the same site. The stretch between rungs is therefore a product of two averaged Green functions over the same displacement, whose transform is

I(q) = ⟨G(k+q, ε+ω)G(k, ε)⟩.

Successive stretches are convolved in space, hence multiplied in q:

P = I + uI² + u²I³ + … = I/(1 − uI). (3)

Compared with the walker, uI stands for B/τ. The dressed density vertex is Γ = 1/(1 − uI) = 1 + uP. The series converges wherever |uI| < 1. Section 5 shows u⟨|G|²⟩ = 1 inside the band, so by the Cauchy–Schwarz inequality |uI| never exceeds one; the borderline value is reached only at special points, among them the mixed pair at q = ω = 0, where the pole sits.

What is left out are crossed pairings. The first such self-energy, taken on a single site, is u²g³. Relative to ug this is ug², of size u(πν)² when g is mostly imaginary. The ladder is thus a weak-disorder approximation. The single-site estimate serves well inside the band. Near a band edge g is mostly real and the off-site terms u²G(r)³ matter, so the crossed terms can be large although u(πν)² is tiny; the general condition is k_F l ≫ 1, with k_F the Fermi wavevector and l the mean free path.

**4. The Ward identity**

A density vertex must respect continuity. In momentum space the combination "time derivative of the density plus divergence of the current" is, up to a common factor,

w_k = ω − e_{k+q} + e_k.

Dress it with rungs:

W_k = w_k + u⟨G₊G W⟩, (4)

where G₊ = G(k+q, ε+ω) and G = G(k, ε), each with its own label R or A. The claim is

W_k = G₊⁻¹ − G⁻¹ = w_k − Σ₊ + Σ. (5)

Substitute it in the last term of (4):

u⟨G₊G(G₊⁻¹ − G⁻¹)⟩ = u⟨G − G₊⟩ = ug − ug₊ = Σ − Σ₊.

The shift by q does not matter in ⟨G₊⟩, because the average covers the whole zone. So (4) is satisfied. The solution is unique if uI ≠ 1, since W_k − w_k is a single constant C that obeys C = u⟨G₊Gw⟩ + uIC. The proof used the same u in the self-energy and in the rungs.

At q = 0 the bare vertex is the number ω, so W = ωΓ and

ωΓ = ω − Σ₊ + Σ.

With P = (Γ − 1)/u this becomes

P(q=0) = −(g₊ − g)/ω. (6)

Test it on the mixed pair at small ω, where g^R₊ − g^A → −2πiν:

P^RA → 2πiν/ω = 2πν/(−iω).

This is the conserved walker times 2πν.

**5. The mixed channel at finite q**

First set ω = 0 and expand I in q. From (2), G^R − G^A = G^R G^A(Σ^R − Σ^A), so

|G|² = Im G^R/Im Σ^R = −2τ Im G^R. (7)

Averaging gives u⟨|G|²⟩ = 2πuντ = 1: the series is at the edge of divergence at q = ω = 0.

With v_x = ∂e_k/∂k_x, the derivative of the Green function is ∂G^R/∂k_x = v_x(G^R)². The term linear in q is ⟨v_x(G^R)²G^A⟩, which vanishes because v_x is odd and G is even in k. In the quadratic term, integrate by parts over the periodic zone:

(q²/2)⟨G^A ∂²G^R⟩ = −(q²/2)⟨∂G^A ∂G^R⟩ = −(q²/2)⟨v_x²|G|⁴⟩.

By (7), |G|⁴ = 4τ²(Im G^R)². Therefore

1 − uI = 2uτ²q²⟨v_x²(Im G^R)²⟩ = τDq²,

D = ⟨v_x²(Im G^R)²⟩/(πν), (8)

where u = 1/(2πντ) was used in the last step.

Next set q = 0. The Ward identity gives Γ = 1 − (Σ^R₊ − Σ^A)/ω → 1 + i/(ωτ), so

1 − uI = 1/Γ = ωτ/(ωτ + i) → −iωτ.

Together, with l the mean free path, for ql ≪ 1 and |ω|τ ≪ 1,

1 − uI = τ(Dq² − iω),
P^RA = (1/u)/[τ(Dq² − iω)] = 2πν/(Dq² − iω). (9)

Dropped terms, such as ωq² and q⁴, are of higher order when ωτ and (ql)² are counted alike.

The Boltzmann result is a further limit. For weak disorder (Im G^R)² is a narrow peak in energy. With γ = 1/(2τ) and ξ the distance from its centre,

∫dξ γ²/(ξ² + γ²)² = π/(2γ) = πτ.

Then ⟨v_x²(Im G^R)²⟩ = πτν⟨v_x²⟩_μ, the last average being over the constant-energy surface at μ. Hence D = τ⟨v_x²⟩_μ, which for a spherical surface is v²τ/3, as in section 1.

**6. The channels without a pole**

For two retarded functions, (6) gives a finite limit as ω → 0:

P^RR → −∂g^R/∂ε, and likewise P^AA → −∂g^A/∂ε.

To see that no pole hides at small q, move the RR energy integral into the upper half-plane, ε → μ + iy at T = 0. Let γ_y = −Im Σ there. From (2), −Im G = |G|²(y + γ_y). Averaging and multiplying by u,

u⟨|G|²⟩ = γ_y/(y + γ_y) < 1 for y > 0.

The Cauchy–Schwarz inequality makes |uI^RR| at ω = 0 no larger than this. At y = 0, q = 0 the average u⟨G²⟩ still has modulus below one, because the phase of G varies over the zone. So 1 − uI^RR stays away from zero for μ inside the broadened band; it vanishes only as μ reaches a band edge, where ∂g/∂ε diverges. The AA case is the complex conjugate.

The contribution of both to (1), at leading order, is

(i/2π)∫dε f ∂(g^R − g^A)/∂ε = ∫dε f ∂ν/∂ε = ν(μ),

since g^R − g^A = −2πiν and f is a step at μ. In the mixed term f − f₊ selects an energy window of width ω, in which (9) is constant to leading order:

(i/2π)ω · 2πν/(Dq² − iω) = iων/(Dq² − iω).

Adding the two,

χ = ν + iων/(Dq² − iω) = νDq²/(Dq² − iω). (10)

The first term is the density an adiabatic potential would produce. The second subtracts what has not yet had time to diffuse into place.

**7. The two orders of limits**

*Frequency to zero first.* At ω = 0 the mixed term is absent, and then q → 0 gives, at any temperature,

χ → ∫dε f ∂ν/∂ε = ∫dε (−∂f/∂ε)ν = ∂n/∂μ. (11)

The last equality holds because ν(ε) does not depend on μ: the disorder is fixed and the electrons do not interact. The derivative ∂n/∂μ is n² times the usual compressibility. At T = 0 it equals ν(μ).

*Wavevector to zero first.* Put (6) into (1) for any ω ≠ 0:

χ(0,ω) = −(i/2πω)∫dε {(f − f₊)(g^R₊ − g^A) − f(g^R₊ − g^R) + f₊(g^A₊ − g^A)}.

Multiply out. The terms f g^R₊ cancel, and so do the terms f₊g^A. What remains is

χ(0,ω) = −(i/2πω)∫dε {f(g^R − g^A) − f₊(g^R₊ − g^A₊)} = 0. (12)

The second term is the first with ε shifted by ω, and each integral converges because the occupied density is finite. This zero needs neither small ω nor weak disorder; it is a property of the ladder with its matching self-energy.

Physically, a ripple of wavevector q relaxes in a time 1/(Dq²). If the potential changes more slowly, electrons flow into its valleys and the static answer appears. A uniform potential has no valleys, and the number of electrons is fixed. Formula (10) depends on ω/(Dq²) alone, so its value at the origin depends on the path of approach.

The conductivity also needs an order. Continuity gives the particle current J = ωδn/q = −ωχφ/q, and the force is −iqφ. Dividing the current by the force and multiplying by e² gives

σ = e² lim(−iωχ/q²) = e²νD, (13)

with q → 0 first and then ω → 0. The opposite order gives zero: in a static potential the density rearranges until diffusion cancels the drift, and no current flows.

**8. A lattice with numbers**

Take hopping t, so e_k = −2t(cos k_x + cos k_y + cos k_z) with a = 1, and choose u = 0.50 t², μ = −t, T = 0. Equation (2) was solved by iteration on a grid of 128×48×48 momenta, which gives ν = 0.1358 per t, site and spin. Then

τ = 1/(2π × 0.50 × 0.1358) = 2.34 ħ/t.

Equation (8) gives D = 5.38 a²t/ħ. On a grid of 160×72×72 momenta the larger of the relative changes in ν and D is about 2 parts in 10⁴. The Boltzmann form, with v_x² averaged over the broadened spectral weight −Im G^R/π, gives 5.06, about 6% lower than (8). Defining l through D = l²/(3τ),

l = √(3 × 5.38 × 2.34) = 6.15 a.

The size of the crossed term from section 3 is roughly u(πν)² = 0.50 × (0.427)² ≈ 0.09, so τ, D and σ of the ladder may differ from those of the disordered lattice by several per cent.

*The vertex.* For q = 0.147/a and ω = 0.10 t/ħ, equation (4) was iterated from the bare vertex. The initial mismatch with (5) is |Σ^R₊ − Σ^A| = 0.427 t, close to ħ/τ. Since the mismatch is a constant, each rung multiplies it by uI. After 97 rungs it is 9×10⁻¹¹ t, a factor of about 0.79 per rung. Each further decimal digit takes about ten rungs. At q = 0 and the same ω the density vertex is 0.95 + 4.27i, against 1 + i/(ωτ) = 1 + 4.27i from the leading term.

*The pole.* The full response (1) was computed by quadrature, with the RR and AA integrals moved into the complex plane as in section 6. On the line ω = Dq², formula (10) gives χ/ν = 1/(1 − i) = 0.500 + 0.500i.

- q = 0.06/a: χ/ν = 0.491 + 0.521i, relative difference 3.3%.
- q = 0.03/a: χ/ν = 0.498 + 0.505i, relative difference 0.8%.

Halving q divides the error by four, as expected when the first correction is of relative order (ql)². At the smaller q the RR and AA parts together give 1.0000 + 0.0006i times ν, so almost all the structure lies in the mixed channel.

*The limits.* A central difference of the density over μ ± 0.05 t gives ∂n/∂μ = 0.1358 per t, equal to ν at this accuracy. Hold q = 0.03/a and lower the frequency:

- ω/(Dq²) = 1: χ/(∂n/∂μ) = 0.498 + 0.505i
- 0.1: 0.990 + 0.099i
- 0.01: 1.000 + 0.010i
- 0: 1.0001

Now hold ω = 0.00484 t/ħ and lower q:

- Dq²/ω = 1: |χ|/(∂n/∂μ) = 0.709
- 0.1: 0.0996
- 0.01: 0.0100
- 0: zero to the six decimals computed

If the rungs are removed at this ω, with the self-energy kept, a uniform potential produces |χ| = 1.02 ν. The bubble alone creates electrons from nothing. With the rungs restored, even at ω = 0.70 t/ħ, where ωτ = 1.6 and (10) does not apply, the uniform response is 4×10⁻⁹ ν, a numerical zero, in accord with (12).

At Dq²/ω = 0.01 the ratio of −iωχ/q² to νD is 1.000 + 0.001i. In the ladder approximation the conductivity is

σ = 0.1358 × 5.38 = 0.73 e²/(ħa) per spin.

**9. Does the ladder describe real disorder?**

So far the ladder has been compared with its own consequences. A separate comparison uses 14 periodic lattices of 12×7×9 = 756 sites with random site energies, each diagonalized in full. The response is smooth at imaginary frequency ω = iΩ, where −iω becomes Ω. For q = 2π/12 = 0.524/a and Ω = 0.40 t/ħ, in units of 1/t per site and spin:

- average over the samples: 0.0811 ± 0.0003 (standard error)
- ladder on the same finite lattice: 0.0805
- bubble without rungs: 0.0957

The ladder lies 0.8% below the sampled mean, a little over two standard errors. That may be a trace of the crossed diagrams, but the sample is too small to decide. The bubble is 18% too high.

Here ql ≈ 3.2, so this supports the ladder and not the pole. Inserting the large-lattice ν and D in (10) gives

0.1358 × 1.47/(1.47 + 0.40) = 0.107,

which is well off, as it should be outside the diffusive regime.

**10. Where the result stops**

Formula (10) requires ql ≪ 1 and |ω|τ ≪ 1. At finite temperature it also requires ν and D to be nearly constant over the thermal window.

The crossed diagrams can fail to be small even for weak disorder. With time-reversal symmetry G(r,r′) = G(r′,r), so one line of a maximally crossed diagram can be turned round. The diagram then becomes a ladder in the total momentum Q, with the same pole, and its correction to D contains

∫d^dQ 1/(DQ² − iω).

At small Q the integrand behaves as Q^(d−1)/Q². As ω → 0 the integral diverges for d ≤ 2 and stays finite at small Q for d = 3. In a three-dimensional metal with k_F l ≫ 1 this first correction is therefore finite and small, and D keeps a finite value in this limit; near a band edge, where k_F l is of order one, the argument gives no such assurance. In one and two dimensions the constant D is usable only while something cuts the integral off early enough to keep the correction small: a finite frequency, a loss of phase coherence, a finite sample size, or a magnetic field, which breaks the time-reversal symmetry.

Interactions are also absent. A long-range Coulomb force adds the field of δn to φ, so the response to the external potential alone is no longer (10).
